# Acoustic phonon damping by free carriers and thermal conductivity of doped silicon, part 2

We ask how damping of acoustic phonons by conduction electrons lowers the thermal conductivity of doped silicon. Units are SI; $kT$ means $k_BT$. The crystal has density $\rho$ and $n$ electrons per unit volume, held at rest in the lattice, with chemical potential $\mu=\eta kT$ from the band edge. Six valleys $i$ along $\pm x,\pm y,\pm z$ have axes $\mathbf a_i$, densities $n_i$ and masses $m_l$ along, $m_t$ across $\mathbf a_i$. Only intravalley transitions are kept. A phonon has wavevector $\mathbf q=q\hat{\mathbf q}$, polarization $\mathbf e$, frequency $\omega$, $v=\omega/q$, $x=\hbar\omega/kT$, occupation $N$ (equilibrium $N_0$) and carrier-limited lifetime $\tau$. "The program" is the numerical check.

Define $1/m_i=(\hat{\mathbf q}\cdot\mathbf a_i)^2/m_l+[1-(\hat{\mathbf q}\cdot\mathbf a_i)^2]/m_t$, $m_d^3=m_lm_t^2$, $N_1=2(m_dkT/2\pi\hbar^2)^{3/2}$, $N_c=6N_1$, $\sigma^2=\hbar^2q^2/2m_ikT$, $z_\mp=(x\mp\sigma^2)/2\sigma$, $F(u)=\ln(1+e^{\eta-u^2})$. The density response of a valley is

$$\chi_i=\frac{N_1}{2\sqrt\pi\,kT\sigma}\,[h(z_-)-h(z_+)],\qquad h(z)=\int_{-\infty}^\infty\frac{F(u)\,du}{z-u+i0}.\tag{5}$$

For Boltzmann statistics ($n\ll N_c$), with $w'=2i/\sqrt\pi-2zw$, $w(0)=1$,

$$\chi_i=-\frac{i\sqrt\pi\,n_i}{2kT\sigma}\,[w(z_-)-w(z_+)],\tag{10}$$

$$\chi_i(q,0)=-\frac{n_i}{kT}\left(1-\frac{\sigma^2}6+\dots\right).\tag{11}$$

The bare potential is $D_i=\Xi_d\,\hat{\mathbf q}\cdot\mathbf e+\Xi_u(\hat{\mathbf q}\cdot\mathbf a_i)(\mathbf e\cdot\mathbf a_i)$. Screening gives $U_i=D_i+VS$, with $V=e^2/\epsilon_r\epsilon_0q^2$, $S=\sum_j\chi_jU_j$, $\epsilon_c=1-V\sum_j\chi_j$, $\bar D=\sum_j\chi_jD_j/\sum_j\chi_j$:

$$U_i=(D_i-\bar D)+\bar D/\epsilon_c.\tag{13}$$

$$\frac1\tau=-\frac{q^2}{\rho\omega}\sum_i|U_i|^2\,\mathrm{Im}\chi_i.\tag{15}$$

The unscreened Boltzmann rate per valley is (8); screening replaces $D_i^2$ by $|U_i|^2$:

$$\frac1{\tau_i}=\frac{n_iD_i^2\sqrt{2\pi m_i}}{\rho v\hbar\sqrt{kT}}\,\sinh\!\frac{\hbar\omega}{2kT}\;e^{-m_iv^2/2kT}\,e^{-q^2/q_{T,i}^2},\qquad q_{T,i}=\frac{\sqrt{8m_ikT}}\hbar.\tag{8}$$

For longitudinal $[100]$ at $q\ll q_D$, $q_D^2=ne^2/\epsilon_r\epsilon_0kT$, $U=2\Xi_u/3$ ($m_l$ pair) or $-\Xi_u/3$ ($m_t$ valleys), and $1/\tau=A\omega$:

$$A=\sqrt{\frac\pi2}\,\frac{n\,\Xi_u^2}{\rho v(kT)^{3/2}}\left[\frac4{27}\sqrt{m_l}\,e^{-m_lv^2/2kT}+\frac2{27}\sqrt{m_t}\,e^{-m_tv^2/2kT}\right].\tag{16}$$

Degeneracy multiplies the long-wave Boltzmann coefficient by $f(0)N_c/n$, $f(0)=1/(1+e^{-\eta})$, making the rate independent of $n$ for $\eta\gg1$, with cutoff $2k_F=2\sqrt{2m_i\mu}/\hbar$. An absorbing electron needs energy at least $kTz_-^2$.

These collisionless results need $ql\gg1$, $l=\tau_e\sqrt{kT/m_i}$. Relaxation at rate $\nu=1/\tau_e$ replaces $\chi_i$ in (15) by

$$\chi_i^M=\frac{(1+i\nu/\omega)\,\chi^\nu}{1+(i\nu/\omega)\,\chi^\nu/\chi^0},\tag{17}$$

where $\chi^\nu=\chi_i(\mathbf q,\omega+i\nu)$, $\chi^0=\chi_i(\mathbf q,0)$. For $\mathcal Dq^2\ll\omega$, $\mathcal D=kT\tau_e/m_i$, a $q$-independent vertex gives a rate proportional to $nq^2$.

**(f) Let phonon–phonon scattering have the rate $B\omega^2$. Which phonons are limited by carriers, and how does the loss of thermal conductivity of one Debye branch depend on $n$?**

*Solution.* The form $B\omega^2$ is a model assumption for the long-wave anharmonic rate. In the relaxation-time approximation a mode of group velocity $\mathbf v_g$ in a temperature gradient has $N-N_0=-\tau_{\rm tot}\,\mathbf v_g\cdot\nabla T\,\partial N_0/\partial T$, where independent relaxation terms add, $1/\tau_{\rm tot}=B\omega^2+1/\tau$. The heat current is the sum of $\hbar\omega\mathbf v_g(N-N_0)$ over modes per unit volume. In a cubic crystal the conductivity tensor is a scalar, one third of its trace:

$$\kappa=\frac13\sum_{\rm branches}\int\frac{d^3q}{(2\pi)^3}\,\frac{C\,|\mathbf v_g|^2}{B\omega^2+1/\tau},\qquad C=\hbar\omega\frac{\partial N_0}{\partial T}=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2.\tag{19}$$

The ratio of $A\omega$ to $B\omega^2$ is $\omega^*/\omega$ with $\omega^*=A/B$. Carriers set the lifetime of valley-splitting modes below $\omega^*$, provided $\omega^*$ lies below the cutoff $\omega_c=vq_T$. If it lies above, the crossover is set by the cutoff.

For one branch with $\omega=vq$ and $C\approx k_B$, $d^3q=4\pi\omega^2d\omega/v^3$ turns (19) into $\kappa=(k_B/6\pi^2v)\int\omega^2\tau_{\rm tot}\,d\omega$. Without carriers $\omega^2\tau_{\rm tot}=1/B$: the long lifetime of low-frequency phonons cancels their small density of states, and every frequency interval carries the same heat. A small set of long-wave modes therefore matters. With $1/\tau=A\omega g$, $g=e^{-\omega^2/\omega_c^2}$, for one isotropic valley with an unscreened coupling,

$$\frac1B-\frac{\omega^2}{B\omega^2+A\omega g}=\frac1B\,\frac{\omega^*g}{\omega+\omega^*g},\qquad\Delta\kappa=\frac{k_B\,\omega^*}{6\pi^2vB}\,J,\qquad J=\int_0^\infty\frac{e^{-y^2}dy}{y+\lambda e^{-y^2}},$$

with $y=\omega/\omega_c$ and $\lambda=\omega^*/\omega_c$. The upper limit can go to infinity because $g$ ends the integrand well inside the zone.

For $\lambda\ll1$ split the range at $\delta$ with $\lambda\ll\delta\ll1$. Below $\delta$ the Gaussian is 1 and the integral is $\ln[(\delta+\lambda)/\lambda]\approx\ln(\delta/\lambda)$. Above $\delta$ the $\lambda$ term is negligible, and $t=y^2$ gives $\tfrac12\int_{\delta^2}^\infty e^{-t}dt/t$. Integration by parts turns this integral into $-e^{-\delta^2}\ln\delta^2+\int_{\delta^2}^\infty e^{-t}\ln t\,dt\to-\ln\delta^2-\gamma_E$, where $\gamma_E=-\int_0^\infty e^{-t}\ln t\,dt$ is Euler's constant. The $\ln\delta$ terms cancel in the sum:

$$\Delta\kappa=\frac{k_B\,\omega^*}{6\pi^2vB}\left[\ln\frac{\omega_c}{\omega^*}-\frac{\gamma_E}2\right],\qquad\omega^*\ll\omega_c.\tag{20}$$

Since $\omega^*\propto n$, the loss goes as $n\ln(1/n)$, with local exponent $d\ln\Delta\kappa/d\ln n=1-1/J<1$. With the collisionless rate $A\omega$ an expansion of $\kappa$ in powers of $n$ fails, because below $\omega^*$ the carriers are not a small correction however small $n$ is. This presumes $ql\gg1$ down to $\omega^*$. For $\mathcal Dq^2\ll\omega$ part (e) gives a rate proportional to $nq^2$, of the same form as $B\omega^2$, which cuts off the logarithm at low enough density. As a check, take the round model values $m=0.3\,m_e$, $D=5$ eV, $v=8000$ m/s, $n=10^{15}$ cm$^{-3}$, with $\rho$, $T$ and $B$ from part (g). Then $\omega^*=2.769\times10^9$ rad/s and $\omega_c=7.219\times10^{12}$ rad/s, and the bracket is $\ln2607-0.289=7.577$. Quadrature with the full rate (8) and the quantum $C$ gives 7.5774 against 7.5772 from (20). This tests the integral, not the size of the effect: $ql\gg1$ fails at this $\omega^*$ for $\tau_e=50$ fs, and (17) then gives a loss of 0.047 W/(m K). The collisionless loss of this branch is $(1.381\times10^{-23})(2.769\times10^9)(7.577)/[(59.2)(8000)(3.089\times10^{-17})]=0.0198$ W/(m K).

For $\lambda\gg1$ the factor $\omega^*g/(\omega+\omega^*g)$ stays near 1 until $y=\lambda e^{-y^2}$, that is $y^2=\ln\lambda-\ln y$, and drops quickly beyond. To leading logarithm $\Delta\kappa\approx k_B\omega_c\sqrt{\ln\lambda}/6\pi^2vB$. All the heat below the cutoff has been removed, and more nondegenerate carriers add little. Further loss requires a higher cutoff, which degeneracy supplies through $2k_F$.

**(g) Evaluate the lifetime of the longitudinal $[100]$ phonon at $q=0.5$ nm$^{-1}$ in a six-valley model of n-type silicon at 300 K with $n=10^{18}$ cm$^{-3}$.**

The inputs are rough recalled sizes for silicon: $m_l=0.92\,m_e$, $m_t=0.19\,m_e$, $\Xi_u=9$ eV, $\Xi_d=1$ eV, $\epsilon_r=12$, $\rho=2300$ kg/m$^3$, $a=0.54$ nm, and $C_{11},C_{12},C_{44}=170,64,80$ GPa. The dispersion is modelled as $\omega=v(\hat{\mathbf q})\,s(q)$, $s=(2q_m/\pi)\sin(\pi q/2q_m)$, with $v(\hat{\mathbf q})$ the elastic sound speed. The radius $q_m$ gives a sphere with the volume of the face-centred cubic zone, $\tfrac43\pi q_m^3=4(2\pi)^3/a^3$, so $q_m=(24\pi^2)^{1/3}/a=11.46$ nm$^{-1}$. The constant $B=3.089\times10^{-17}$ s is calibrated in part (h).

*Solution.* Four digits are carried so that the arithmetic can be followed; the inputs support two. With $kT=25.85$ meV $=4.142\times10^{-21}$ J and $m_d=0.3214\,m_e$, $N_c=2.744\times10^{19}$ cm$^{-3}$, so $n/N_c=0.036$ and Boltzmann statistics applies. The sound speed is $\sqrt{C_{11}/\rho}=8597$ m/s. The mode has $\omega=4.2953\times10^{12}$ rad/s (0.684 THz), $x=0.1094$ and $v=\omega/q=8591$ m/s. The cutoffs are $q_T=1.580$ nm$^{-1}$ for $m_l$ and $0.718$ nm$^{-1}$ for $m_t$, and $q_D=0.2415$ nm$^{-1}$. With the round model value $\tau_e=50$ fs the light-mass mean free path is 7.73 nm, so $ql=3.9$ for those valleys. For the heavy pair, which carries almost all of the rate found below, $l$ is smaller by $\sqrt{0.19/0.92}$ and $ql=1.8$, so the collisionless condition $ql\gg1$ is only marginally met.

Here $q\approx2q_D$, so the mode is not in the limit (16). The bare potentials are $\Xi_d+\Xi_u=10$ eV and $\Xi_d=1$ eV, the $q\to0$ magnitudes are 6 and 3 eV, and the computed magnitudes are $|U|=9.298$ and $0.310$ eV. Both are lowered by about 0.70 eV, the common shift $VS$. The static response gives nearly this value. With $a^2=\sigma^2/4=q^2/q_T^2$, the differential equation for $w$ continues the bracket in (11) as $1-\tfrac23a^2+\tfrac4{15}a^4-\tfrac8{105}a^6+\tfrac{16}{945}a^8-\dots$ The printed Gaussians 0.9047 and 0.6158 give $a^2=0.100$ and $0.485$. For the light valleys $a^2$ is not small and the higher terms are needed. The weights $-kT\chi/n$ are $\tfrac13(0.936)=0.312$ and $\tfrac23(0.732)=0.488$. With $q_D^2/q^2=0.2333$,

$$-VS\approx\frac{0.2333\,(0.312\times10+0.488\times1)}{1+0.2333\,(0.312+0.488)}\ \text{eV}=\frac{0.842}{1.187}\ \text{eV}=0.709\ \text{eV}.$$

For the $m_l$ pair, (8) needs $n/3=3.333\times10^{23}$ m$^{-3}$, $|U|^2=(1.4897\times10^{-18}\,\text J)^2=2.219\times10^{-36}$ J$^2$, $\sqrt{2\pi m_l}=2.295\times10^{-15}$ kg$^{1/2}$, $\sinh(0.0547)=0.05473$ and the exponentials $0.9926\times0.9047=0.8980$. Their product is $8.34\times10^{-29}$. The denominator is $(2300)(8591)(1.0546\times10^{-34})(6.436\times10^{-11})=1.341\times10^{-37}$. The quotient is $6.22\times10^8$ s$^{-1}$. The four $m_t$ valleys give this times

$$2\left(\frac{0.310}{9.298}\right)^2\sqrt{\frac{0.19}{0.92}}\;\frac{0.9985\times0.6158}{0.8980}=6.9\times10^{-4},$$

or $4.3\times10^5$ s$^{-1}$. The total is $6.223\times10^8$ s$^{-1}$, so $\tau=1.61$ ns, against 1.38 ns without screening. The phonon–phonon lifetime is $1/[(3.089\times10^{-17})(4.2953\times10^{12})^2]=1.755$ ns. In the collisionless model the two mechanisms are about equal at this density and frequency. With (17) and $\tau_e=50$ fs the carrier-limited lifetime falls to 1.28 ns, so collisions are a correction of about 20% here.

In (16), $\Xi_u^2$ times the bracket is $12\times0.9592\times0.9926+6\times0.4359\times0.9985=14.04$ eV$^2m_e^{1/2}$, or $3.439\times10^{-52}$ in SI units. Then $A=(1.2533)(10^{24})(3.439\times10^{-52})/[(2300)(8597)(2.666\times10^{-31})]=8.18\times10^{-5}$, and $\omega^*=A/B=2.647\times10^{12}$ rad/s (0.42 THz). The rate at $q=0.5$ nm$^{-1}$ divided by $\omega$ is $1.45\times10^{-4}$, larger than $A$ by a factor 1.8 in spite of the Gaussians. The reason is the vertex: above $q_D$ the mean $\bar D$ is released from screening, the heavy pair goes from 6 toward 10 eV, and $(9.298/6)^2=2.4$ on this pair outweighs the loss of the light valleys. This feature depends on the sign and size of $\Xi_d+\Xi_u/3$.

**(h) Compute $\kappa(n)$ in the model from $10^{16}$ to $10^{21}$ cm$^{-3}$ and interpret it.**

*Solution.* For each direction the speeds and polarizations solve the Christoffel problem $\rho v^2e_i=C_{ijkl}\hat q_j\hat q_le_k$. Differentiating $\rho\omega^2=C_{ijkl}e_iq_je_kq_l$ with respect to $q_j$, where the change of the normalized eigenvector drops out at first order, gives the elastic group velocity $c_j=C_{ijkl}e_ie_k\hat q_l/\rho v$, whose radial component is $v$. For $\omega=v(\hat{\mathbf q})s(q)$ the radial derivative is $vs'$ and the tangential gradient is the elastic one times $s/q$, so $|\mathbf v_g|^2=v^2s'^2+(|\mathbf c|^2-v^2)(s/q)^2$. Equation (19) is integrated over the sphere for the three acoustic branches, with $1/\tau$ from (15), (13) and the Fermi form (5). One constant $B$ serves all branches and is fixed by setting the undoped conductivity to the rough value 150 W/(m K). Only the reduction is a result of the model. The modes with $q<q_m/4$ are 1.6% of all acoustic modes and carry 43% of the undoped $\kappa$. The flat spectrum of part (f) alone would give them 25%; most of the rest arises because the group velocity falls toward the zone boundary, which takes weight from the short waves. With $C=k_B$ the share is 42%, and the fall of the quantum $C$ with frequency adds about one point.

For the longitudinal $[100]$ mode, with $\tau$ at $q=0.5$ nm$^{-1}$ and $f_\times$ the frequency at which the two rates are equal:

| $n$ (cm$^{-3}$) | $\eta$ | $f(0)N_c/n$ | $\tau$ (ns) | $f_\times$ (THz) |
|---|---|---|---|---|
| $10^{16}$ | $-7.92$ | 1.000 | 138 | 0.0043 |
| $10^{17}$ | $-5.61$ | 0.998 | 14.1 | 0.047 |
| $10^{18}$ | $-3.30$ | 0.977 | 1.64 | 0.74 |
| $10^{19}$ | $-0.88$ | 0.804 | 0.31 | 2.5 |
| $10^{20}$ | $2.52$ | 0.254 | 0.109 | 4.3 |
| $10^{21}$ | $13.23$ | 0.027 | 0.101 | 7.3 |

The Boltzmann long-wave coefficient exceeds the Fermi one by 2% of the latter at $10^{18}$ cm$^{-3}$, by a factor $1/0.804=1.24$ at $10^{19}$ and by a factor 3.9 at $10^{20}$. The nondegenerate formula is quantitative up to about $10^{18}$ cm$^{-3}$ and cannot be used at the two highest densities. At $10^{16}$ the chosen $q$ is far above $q_D\propto\sqrt n$, and the lifetime is the unscreened 1.382 ns scaled by 100. From $10^{20}$ to $10^{21}$ the lifetime hardly changes, as part (c) predicts: $f(0)=0.254\times100/27.44=0.93$ at the lower density and 1.00 at the higher, while the lifetimes are in the ratio $0.1010/0.1087=0.93$. The agreement to two figures is partly a cancellation. At this finite $q$ the occupation at $z_-^2$ is lower than $f(0)$ at $10^{20}$, and with the vertices held at 6 and 3 eV the ratio would be 0.91. The change of the screened vertices, from 6.24 and 2.76 eV to 6.13 and 2.87 eV, brings it back to 0.93. The crossover follows $\omega^*/2\pi=0.42$ THz $\times\,n/10^{18}$ cm$^{-3}$ at $10^{16}$, where $\omega^*/v\propto n$ lies well below $q_D$. That wavevector, about 0.003 nm$^{-1}$, has $ql\approx0.02$ for $\tau_e=50$ fs, so the low-density crossover frequencies are those of the collisionless model outside its range $ql\gg1$. The crossover frequency exceeds the estimate $\omega^*/2\pi$ at $10^{18}$ (0.74 against 0.42 THz), where the rate was found in part (g) to exceed $A\omega$. It falls below it at $10^{19}$ (2.5 against 4.2 THz), where 4.2 THz lies above $vq_T/2\pi=2.2$ THz of the heavy pair.

| $n$ (cm$^{-3}$) | $\kappa$ (W/(m K)) | loss (% of undoped) | share of loss from $q<q_m/4$ |
|---|---|---|---|
| $10^{16}$ | 149.7 | 0.18 | 1.00 |
| $10^{17}$ | 148.4 | 1.1 | 1.00 |
| $10^{18}$ | 143 | 4.6 | 1.00 |
| $10^{19}$ | 132 | 12 | 1.00 |
| $10^{20}$ | 118 | 21 | 0.99 |
| $10^{21}$ | 97 | 35 | 0.79 |

The program tests that the loss at $10^{18}$ and $10^{21}$ cm$^{-3}$ changes by less than 2% of itself on a finer grid, that it grows with $n$, and that it is sublinear in every decade. The exponents per decade are 0.78, 0.63, 0.41, 0.26 and 0.22. For the first decade, (20) applied to the $[100]$ mode alone has $\omega_c=(8597)(1.580\times10^9)=1.358\times10^{13}$ rad/s and $\omega^*=2.647\times10^{10}$ rad/s at $10^{16}$, so $J=6.240-0.289=5.95$ there and $5.95-2.30=3.65$ at $10^{17}$, and the exponent is $\log_{10}(36.5/5.95)=0.79$. One direction with one cutoff and a fixed vertex is a crude stand-in for the whole sphere, so the closeness to 0.78 should be read as agreement in size only. The decrease of $J$ and the passage to $\lambda>1$ lower the later exponents. Degeneracy acts in two directions: the factor $f(0)N_c/n$ makes $\omega^*$ grow more slowly than $n$, while $2k_F$ moves the cutoff out. The second prevails at high density: the same sum with Boltzmann statistics at every density gives 0.78, 0.63, 0.42, 0.24 and 0.14. In the last decade a loss proportional to $2k_F\propto\mu^{1/2}$ would give $\tfrac12\log_{10}(13.23/2.52)=0.36$, which tends to $1/3$ only at strong degeneracy. The weight per interval of $q$ in (19) has the radial factor $q^2s'^2/s^2=\xi^2\cot^2\xi$, $\xi=\pi q/2q_m$, which decreases with $q$, so each extension of the cutoff removes less heat. Integrating this factor up to $2k_F$ lowers 0.36 only to 0.31 for the heavy-mass cutoff and to 0.35 for the light-mass one, so it accounts for about a third at most of the gap to 0.22; the remainder is not analysed here.

Up to $10^{20}$ cm$^{-3}$ the loss comes from the long-wave modes with $q<q_m/4$. At $10^{21}$ a fifth of it comes from larger $q$, and the description as a long-wave effect begins to fail. The approximations weaken there too: $\mu=13.23\times25.85$ meV $=0.34$ eV strains the parabolic band, and unit Bloch overlap and the neglect of intervalley transitions are doubtful at such $q$. The last row shows the trend of the model and is not a prediction to two figures.

Three variations measure the sensitivity at lower density. At $10^{19}$ cm$^{-3}$ the loss is 11.8% of the undoped $\kappa$ with screening and 13.0% without; most of it survives screening. The two transverse branches, for which $\bar D$ in (13) nearly vanishes, supply about 7.5 of the 11.8 points and lose only 0.1 to screening, while the longitudinal branch falls from 5.3 to 4.3. Raising $\Xi_d$ from 1 to 5 eV moves the screened loss to 13.5%, so $\Xi_d$, absent for $q\ll q_D$, still enters through modes near and above the screening wavevector. Relative to the loss itself, collisions matter most at low density. With Boltzmann statistics, (17) at $\tau_e=50$ fs raises the loss from 0.18% to 0.37% at $10^{16}$ cm$^{-3}$, from 1.1% to 1.6% at $10^{17}$ and from 4.6% to 5.3% at $10^{18}$. The first two decade exponents fall from 0.78 and 0.63 to 0.62 and 0.53. At $10^{16}$ cm$^{-3}$ about nine tenths of the rise comes from $q<0.13$ nm$^{-1}$, where $ql<1$ in every valley. More than four fifths of the rise comes from $0.005<q<0.13$ nm$^{-1}$. At the smallest $q$, where the valleys that carry the rate are in the regime $\mathcal Dq^2\ll\omega$ of part (e), the rate goes as $q^2$ and collisions weaken the damping instead; for the longitudinal $[100]$ mode at this density this happens below about 0.003 nm$^{-1}$. The first rows of the table are therefore values of the collisionless model and would be too low for such a short $\tau_e$. A measured conductivity of doped silicon also contains the scattering of phonons by the mass and strain fields of the dopants, which is outside this model, so the tabulated losses apply to the carrier contribution alone, for the collisionless response of carriers at rest and a phonon–phonon rate $B\omega^2$ treated in the relaxation-time approximation.

## Values computed for the example and the checks

```
T = 300 K, kT = 25.85 meV
rough: m_l = 0.92, m_t = 0.19 m_e; Xi_u = 9, Xi_d = 1 eV; eps_r = 12
rough: C11, C12, C44 = 170, 64, 80 GPa; rho = 2300 kg/m^3; a = 0.54 nm
rough undoped kappa (calibration) = 150 W/(m K); model tau_e = 50 fs
m_d = 0.3214 m_e; N_c = 6 N1 = 2.744e+19 cm^-3
q_m = 11.46 nm^-1; v_LA[100] = 8597 m/s; B = 3.089e-17 s
q_T(m_l) = 1.580, q_T(m_t) = 0.718 nm^-1
share of undoped kappa from q < q_m/4 = 0.431; share of modes = 0.0156
LA[100], n = 1e+18 cm^-3, q = 0.5 nm^-1, Boltzmann statistics:
  q_D = 0.2415 nm^-1; omega = 4.2953e+12 rad/s = 0.6836 THz; hbar omega/kT = 0.1094
  bare |D| = 10.000 (m_l pair), 1.000 (m_t valleys) eV
  screened |U| = 9.298, 0.310 eV; q->0 limit 6.000, 3.000 eV
  exp(-m v^2/2kT) = 0.9926, 0.9985
  exp(-q^2/q_T^2) = 0.9047, 0.6158
  rate: m_l pair 6.2185e+08, four m_t valleys 4.2884e+05, total 6.2228e+08 1/s
  tau_ep = 1.607 ns; unscreened 1.382 ns; tau_pp = 1.755 ns
  long-wave A = 8.1764e-05; omega* = A/B = 2.6471e+12 rad/s = 0.4213 THz
  long-wave slopes d ln(rate)/d ln q: [100] 1.000, [111] 4.999
  m_t mean free path l = 7.73 nm; Mermin/collisionless Im chi at ql = 0.3: 2.94
log law model: m = 0.3 m_e, D = 5 eV, v = 8000 m/s, n = 1e+15 cm^-3
  omega* = 2.769e+09, omega_c = 7.219e+12 rad/s; bracket: quadrature 7.5774, formula 7.5772
  kappa loss of that branch = 1.9801e-02 W/(m K)
Fermi statistics, screened; tau_ep at the q above; f_x where tau_ep = tau_pp for LA[100]:
n[cm^-3] eta  f(0)Nc/n  tau_ep[ns]  f_x[THz]  kappa[W/mK]  loss[%]  loss share q<q_m/4
1e16  -7.92  0.9998  138.4290   0.0043  149.73   0.179  1.000
1e17  -5.61  0.9976   14.0843   0.0472  148.38   1.077  1.000
1e18  -3.30  0.9769    1.6368   0.7360  143.16   4.561  1.000
1e19  -0.88  0.8038    0.3094   2.4741  132.28  11.816  0.999
1e20   2.52  0.2540    0.1087   4.2578  117.89  21.410  0.986
1e21  13.23  0.0274    0.1010   7.2900   97.28  35.145  0.790
decade exponents of the loss, 1e16 to 1e21: 0.78, 0.63, 0.41, 0.26, 0.22
loss at 1e19 cm^-3: unscreened 12.96 %; screened with Xi_d = 5 eV 13.52 %
loss at 1e18 cm^-3, Boltzmann: collisionless 4.59 %, Mermin 5.27 %
```
